# The linear electro-optic coefficient from quadratic polarization optics: a program that tests the result

```python
"""
Linear electro-optic coefficient of a ferroelectric at fixed strain.

Result under test:  r = dB/dE = 2 g P (eps - eps0),  close to 2 g eps P
when eps >> eps0.
  B    optical impermeability 1/n^2, with B = B0 + g P^2
  g    quadratic polarization-optic coefficient (m^4/C^2)
  P    spontaneous polarization (C/m^2), E field along P (V/m)
  eps  absolute clamped permittivity (F/m), chi = eps - eps0 = dP/dE
The equation of state used for tests is E = a P + b P^3 with a < 0.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, null_space
from scipy.optimize import brentq, fsolve

eps0 = const.epsilon_0


def close(value, reference, tolerance):
    return abs(value - reference) <= tolerance * abs(reference)


# ---------- Tensor form for a cubic parent, reduced units ----------
g11, g12, g44 = 0.17, 0.04, 0.11
g_tensor = np.zeros((3, 3, 3, 3))
for i in range(3):
    for j in range(3):
        if i == j:
            g_tensor[i, i, i, i] = g11
        else:
            g_tensor[i, i, j, j] = g12
            g_tensor[i, j, i, j] = g44 / 2
            g_tensor[i, j, j, i] = g44 / 2


def impermeability_tensor(pol):
    return 0.2 * np.eye(3) + np.einsum("ijkl,k,l->ij", g_tensor, pol, pol)


# Wave equation against the transverse block of the impermeability
B_tilted = impermeability_tensor(np.array([0.3, -0.5, 0.9]))
k_hat = np.array([1.0, 2.0, -0.7])
k_hat /= np.linalg.norm(k_hat)
transverse_projector = np.eye(3) - np.outer(k_hat, k_hat)
wave_values = eigh(transverse_projector, np.linalg.inv(B_tilted),
                   eigvals_only=True)
plane = null_space(k_hat[None, :])
block_values = np.linalg.eigvalsh(plane.T @ B_tilted @ plane)
assert np.allclose(wave_values[1:], block_values, atol=1e-11)

# Linear response of a tetragonal state with P = (0, 0, 1)
a_red, b_red, c_red = -1.0, 1.0, 1.8


def equilibrium_vector(field):
    def residual(pol):
        others = np.dot(pol, pol) - pol**2
        return a_red*pol + b_red*pol**3 + c_red*pol*others - field
    solution = fsolve(residual, [0.0, 0.0, 1.0], xtol=1e-13)
    assert np.max(np.abs(residual(solution))) < 1e-10
    return solution


step = 1e-4
r_numeric = np.zeros((3, 3, 3))
for k in range(3):
    field = np.zeros(3)
    field[k] = step
    r_numeric[:, :, k] = (impermeability_tensor(equilibrium_vector(field))
                          - impermeability_tensor(equilibrium_vector(-field))
                          ) / (2 * step)
chi33 = 1 / (a_red + 3 * b_red)
chi11 = 1 / (a_red + c_red)
r_formula = np.zeros((3, 3, 3))
r_formula[2, 2, 2] = 2 * g11 * chi33
r_formula[0, 0, 2] = r_formula[1, 1, 2] = 2 * g12 * chi33
for i in range(2):
    r_formula[i, 2, i] = r_formula[2, i, i] = g44 * chi11
assert np.allclose(r_numeric, r_formula, atol=1e-6)

# ---------- Clamped and free crystal, reduced units ----------
# Energy: a P^2/2 + b P^4/4 + stiffness S^2/2 - q S P^2 - E P
stiffness, q_couple, g_red, p_red = 10.0, 1.0, 0.1, 0.3


def clamped_pol(field, strain):
    return brentq(lambda x: a_red*x + b_red*x**3 - 2*q_couple*strain*x
                  - field, 0.8, 1.6, xtol=1e-14)


def free_state(field):
    def residual(state):
        pol, strain = state
        return [a_red*pol + b_red*pol**3 - 2*q_couple*strain*pol - field,
                stiffness*strain - q_couple*pol**2]
    return fsolve(residual, [1.1, 0.12], xtol=1e-13)


def B_strained(pol, strain):
    return g_red * pol**2 + p_red * strain


P_free, S_free = free_state(0.0)
r_clamped = (B_strained(clamped_pol(step, S_free), S_free)
             - B_strained(clamped_pol(-step, S_free), S_free)) / (2*step)
chi_clamped = 1 / (a_red + 3*b_red*P_free**2 - 2*q_couple*S_free)
assert close(r_clamped, 2 * g_red * P_free * chi_clamped, 1e-6)
plus, minus = free_state(step), free_state(-step)
r_free = (B_strained(*plus) - B_strained(*minus)) / (2*step)
d_piezo = (plus[1] - minus[1]) / (2*step)
p_at_field = (B_strained(clamped_pol(0.0, S_free + step), S_free + step)
              - B_strained(clamped_pol(0.0, S_free - step), S_free - step)
              ) / (2*step)
assert close(r_free, r_clamped + p_at_field * d_piezo, 1e-6)
assert r_free > 1.1 * r_clamped

# ---------- Example: rough values, lithium niobate regime ----------
P_s = 0.70                 # C/m^2
eps_rel = 28.0             # clamped, along the polar axis
g = 0.09                   # m^4/C^2
n_opt = 2.14               # at the operating wavelength
n_red = 2.20               # at the shorter wavelength
wavelength, wavelength_red = 1550e-9, 633e-9
gap, length = 6e-6, 10e-3
chi = eps0 * (eps_rel - 1)
b_landau = 1 / (2 * chi * P_s**2)
a_landau = -b_landau * P_s**2


def polarization(field, a_scale=1.0):
    return brentq(lambda x: a_scale*a_landau*x + b_landau*x**3 - field,
                  0.8*P_s, 1.2*P_s, xtol=1e-15, rtol=1e-14)


def electro_optic_slope(a_scale=1.0, h=1e6):
    return g * (polarization(h, a_scale)**2
                - polarization(-h, a_scale)**2) / (2*h)


h = 1e6
eps_from_D = ((eps0*h + polarization(h))
              - (-eps0*h + polarization(-h))) / (2*h)
assert close(eps_from_D, eps_rel * eps0, 1e-6)
r = 2 * g * P_s * (eps_rel * eps0 - eps0)
r_limit = 2 * g * P_s * eps_rel * eps0
assert close(electro_optic_slope(), r, 1e-6)
assert not close(electro_optic_slope(), r_limit, 0.02)

# Second order in the field
h2 = 1e7
second = g * (polarization(h2)**2 + polarization(-h2)**2
              - 2*polarization(0.0)**2) / (2*h2**2)
assert close(second, -2 * g * chi**2, 1e-3)

# Warming at fixed b, with a proportional to T - Tc
T_use, T_curie, warming = 300.0, 1400.0, 50.0
a_scale = (T_curie - T_use - warming) / (T_curie - T_use)
warm_ratio = electro_optic_slope(a_scale) / electro_optic_slope()
assert close(warm_ratio, a_scale**-0.5, 1e-6)

# Half-wave voltage, checked with the full nonlinear phase
V_pi = wavelength * gap / (n_opt**3 * r * length)
E_pi = V_pi / gap
B_polar = 1 / n_opt**2
B_parent = B_polar - g * P_s**2
n_biased = 1 / np.sqrt(B_parent + g * polarization(E_pi)**2)
phase = 2 * np.pi * length * (n_opt - n_biased) / wavelength
assert close(phase, np.pi, 1e-3)
delta_n = n_biased - n_opt

# ---------- Bound-electron model: quartic terms and dispersion ----------
# Energies in eV, with hbar = electron mass = 1 inside the oscillator.
photon = const.h * const.c / (wavelength * const.e)
photon_red = const.h * const.c / (wavelength_red * const.e)
s1, s2 = n_opt**2 - 1, n_red**2 - 1
W_polar = (s2*photon_red**2 - s1*photon**2) / (s2 - s1)
strength = s1 * (W_polar - photon**2)
kappa_P2 = strength * (1/(1 - B_polar) - 1/(1 - B_parent))
W_parent = W_polar - kappa_P2


def B_oscillator(pol, energy, size=40):
    w0 = np.sqrt(W_parent)
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    x = (lower + lower.T) / np.sqrt(2*w0)
    hamiltonian = (np.diag(w0 * (np.arange(size) + 0.5))
                   + 0.5 * kappa_P2 * (pol/P_s)**2 * x @ x)
    levels, states = np.linalg.eigh(hamiltonian)
    moments = states.T @ x @ states[:, 0]
    gaps = levels[1:] - levels[0]
    alpha = np.sum(2*gaps*moments[1:]**2 / (gaps**2 - energy**2))
    return 1 / (1 + strength * alpha)


def local_g(energy, dp=1e-4):
    return (B_oscillator(P_s + dp, energy)
            - B_oscillator(P_s - dp, energy)) / (2*dp) / (2*P_s)


assert close(B_oscillator(P_s, photon), 1/n_opt**2, 1e-8)
assert close(B_oscillator(P_s, photon_red), 1/n_red**2, 1e-8)
chord_g = (B_oscillator(P_s, photon) - B_oscillator(0.0, photon)) / P_s**2
quartic_ratio = local_g(photon) / chord_g
assert close(quartic_ratio, (1 - B_polar)/(1 - B_parent), 1e-6)
dispersion_ratio = local_g(photon_red) / local_g(photon)
assert close(dispersion_ratio,
             ((1 - 1/n_red**2)/(1 - 1/n_opt**2))**2, 1e-6)

# ---------- Other neglected effects, from rough inputs ----------
electronic_share = (n_opt**2 - 1) / (eps_rel - 1)
p33, p31 = 0.07, 0.2
d33, d31 = 6e-12, -1e-12
strain_bound = abs(p33*d33) + 2*abs(p31*d31)
length_ratio = 2 * abs(d31) / (n_opt**2 * r)
E_coercive = 0.2e8
overlap = 0.5

print("INPUTS (rough, lithium niobate regime)")
print(f"spontaneous polarization: {P_s*100:.0f} uC/cm2")
print(f"relative clamped permittivity: {eps_rel:.0f}")
print(f"g: {g:.2f} m^4/C^2")
print(f"wavelength: {wavelength*1e9:.0f} nm; index: {n_opt:.2f}")
print(f"red wavelength: {wavelength_red*1e9:.0f} nm; index: {n_red:.2f}")
print(f"electrode gap: {gap*1e6:.0f} um; length: {length*1e3:.0f} mm")
print("RESULTS")
print(f"absolute permittivity eps: {eps_rel*eps0:.4e} F/m")
print(f"chi = eps - eps0: {chi:.4e} F/m")
print(f"r = 2 g P (eps - eps0): {r*1e12:.2f} pm/V")
print(f"r from equation of state: {electro_optic_slope()*1e12:.2f} pm/V")
print(f"limit 2 g eps P: {r_limit*1e12:.2f} pm/V")
print(f"excess of the limit: {100*(r_limit/r - 1):.2f} %")
print(f"half-wave voltage, uniform field: {V_pi:.3f} V")
print(f"field at half-wave voltage: {E_pi/1e8:.5f} MV/cm")
print(f"index change at that field: {delta_n:.3e}")
print(f"phase from full equation of state: {phase/np.pi:.5f} pi")
print("QUADRATIC LAW AND BOUND-ELECTRON MODEL")
print(f"g P^2: {g*P_s**2:.4f}; B polar: {B_polar:.4f}")
print(f"B parent: {B_parent:.4f}")
print(f"resonance energy, polar state: {np.sqrt(W_polar):.2f} eV")
print(f"resonance energy, parent: {np.sqrt(W_parent):.2f} eV")
print(f"local g / chord g: {quartic_ratio:.4f}")
print(f"local g, red / operating: {dispersion_ratio:.4f}")
print("OTHER NEGLECTED EFFECTS")
print(f"electronic share of chi: {100*electronic_share:.1f} %")
print(f"rough p33, p31: {p33:.2f}, {p31:.1f}")
print(f"rough d33, d31: {d33*1e12:.0f}, {d31*1e12:.0f} pm/V")
print(f"strain terms, sum of sizes: {strain_bound*1e12:.2f} pm/V")
print(f"strain terms relative to r: {100*strain_bound/r:.1f} %")
print(f"length change / index effect, bound: {100*length_ratio:.1f} %")
print(f"second order / first order: {-chi*E_pi/P_s:.2e}")
print(f"temperature: {T_use:.0f} K; rough Curie: {T_curie:.0f} K")
print(f"change of r on warming {warming:.0f} K: "
      f"{100*(warm_ratio - 1):.2f} %")
print(f"rough coercive field: {E_coercive/1e8:.1f} MV/cm")
print(f"field / coercive field: {E_pi/E_coercive:.4f}")
print(f"rough field-light overlap: {overlap:.1f}")
print(f"half-wave voltage with overlap: {V_pi/overlap:.2f} V")
print("STRAIN TEST (reduced units)")
print(f"clamped r: {r_clamped:.5f}; free r: {r_free:.5f}")
print(f"p at fixed field times d: {p_at_field*d_piezo:.5f}")
print("verified")
```

Running it gives:

```
INPUTS (rough, lithium niobate regime)
spontaneous polarization: 70 uC/cm2
relative clamped permittivity: 28
g: 0.09 m^4/C^2
wavelength: 1550 nm; index: 2.14
red wavelength: 633 nm; index: 2.20
electrode gap: 6 um; length: 10 mm
RESULTS
absolute permittivity eps: 2.4792e-10 F/m
chi = eps - eps0: 2.3906e-10 F/m
r = 2 g P (eps - eps0): 30.12 pm/V
r from equation of state: 30.12 pm/V
limit 2 g eps P: 31.24 pm/V
excess of the limit: 3.70 %
half-wave voltage, uniform field: 3.150 V
field at half-wave voltage: 0.00525 MV/cm
index change at that field: -7.748e-05
phase from full equation of state: 0.99977 pi
QUADRATIC LAW AND BOUND-ELECTRON MODEL
g P^2: 0.0441; B polar: 0.2184
B parent: 0.1743
resonance energy, polar state: 6.91 eV
resonance energy, parent: 6.02 eV
local g / chord g: 0.9466
local g, red / operating: 1.0303
OTHER NEGLECTED EFFECTS
electronic share of chi: 13.3 %
rough p33, p31: 0.07, 0.2
rough d33, d31: 6, -1 pm/V
strain terms, sum of sizes: 0.82 pm/V
strain terms relative to r: 2.7 %
length change / index effect, bound: 1.4 %
second order / first order: -1.79e-04
temperature: 300 K; rough Curie: 1400 K
change of r on warming 50 K: 2.35 %
rough coercive field: 0.2 MV/cm
field / coercive field: 0.0263
rough field-light overlap: 0.5
half-wave voltage with overlap: 6.30 V
STRAIN TEST (reduced units)
clamped r: 0.08944; free r: 0.14534
p at fixed field times d: 0.05590
verified
```
